# Why two-electron H- does not converge in complete-basis LDA

## The decision at stake

An LDA calculation on H- in a compact basis can converge with a positive highest occupied level, and when the orbital is given more room, ordinary density mixing can stop converging. One must then decide whether to keep tuning the mixing, accept the compact-basis result, or change the method. The choice depends on whether LDA, without confinement, holds both electrons on the atom.

It does not. As the occupation $f$ of the 1s orbital grows, its level reaches zero at $f_c\approx1.715$, before the second electron is fully attached. A doubly occupied self-consistent orbital can still be found in a finite box, but as the box grows, part of its charge moves away from the atom. In a large box, linear mixing is also unstable around this solution unless the mixing fraction is very small.

The model is a fixed, nonrelativistic proton with $f/2$ electrons of each spin and a spherical density. The functional is Slater exchange with Perdew-Wang correlation. Atomic units are used in the algebra, and the zero of energy is an electron at rest at infinity. Spin-polarized states at fractional $f$ are not treated, apart from one remark below; at $f=2$ the occupation is that of a closed shell.

## The level is the slope of the energy

Let $u(r)$ be the radial orbital, with $\int u^2dr=1$ and density $n=fu^2/(4\pi r^2)$. The energy is

$$E=f\int\left(\frac{u'^2}{2}-\frac{u^2}{r}\right)dr+E_H[n]+E_{xc}[n].$$

The potentials $v_H$ and $v_{xc}$ are the derivatives of $E_H$ and $E_{xc}$ with respect to $n$. Varying $u$ changes $4\pi r^2n$ by $2fu\,\delta u$. After integrating the kinetic term by parts, with $u=0$ at both ends,

$$\delta E=2f\int\delta u\left[-\frac{u''}{2}+vu\right]dr,\qquad v=-\frac1r+v_H+v_{xc}.$$

Stationarity at fixed norm therefore requires

$$-\frac{u''}{2}+vu=\varepsilon u.$$

Now change $f$. The explicit change at fixed $u$ contributes

$$\int\left[\frac{u'^2}{2}+vu^2\right]dr=\varepsilon.$$

The change of the orbital contributes $2f\varepsilon\int u\,(du/df)\,dr=f\varepsilon\,d(\int u^2dr)/df=0$. Hence

$$\frac{dE}{df}=\varepsilon(f),$$

which is Janak's relation for this orbital. While $\varepsilon<0$, adding charge lowers the energy; once $\varepsilon>0$, adding charge raises it.

For the radial solver, set $r=a(e^x-1)$, $g=dr/dx=r+a$ and $u=\sqrt g\,y$. Since $dg/dx=g$,

$$u'=g^{-1/2}\left(y_x+\frac y2\right),\qquad u''=g^{-3/2}\left(y_{xx}-\frac y4\right).$$

Substituting these and writing $z=gy$ gives

$$-\frac1{2g}\frac{d^2}{dx^2}\left(\frac zg\right)+\left(v+\frac1{8g^2}\right)z=\varepsilon z.$$

A three-point second derivative turns this into a symmetric tridiagonal matrix problem, and the norm becomes $\int z^2dx=1$. For the bare proton the solver gives $-13.606$ eV.

In a box of radius 10 angstrom the results are:

| $f$ | Level (eV) | Total energy (eV) |
|---|---:|---:|
| 1.00 | −6.353 | −12.127 |
| 1.50 | −1.537 | −14.036 |
| 1.70 | −0.095 | −14.194 |
| 1.80 | 0.494 | −14.173 |
| 2.00 | 1.359 | −13.980 |

A finite difference of the energy at $f=1.5$ reproduces the level. The crossing lies at $f_c=1.715$ in boxes of both 10 and 30 angstrom, where the level rises by about 6.2 eV per electron (the slope differs by roughly 0.05 eV per electron between the two boxes). Spin-restricted LDA thus keeps a negative level on this atom only up to a net charge of about $-0.715$, not $-1$. The value depends on the spin restriction: with one spin fully occupied and the other fractional, the highest level reaches zero earlier, near $f=1.65$, at a slightly lower energy. The positive levels in the table are those of a finite box; the one at $f=2$ falls markedly as the box grows.

## What pushes the level up

The level is the sum of three expectation values in the orbital:

| $f$ | Kinetic + nucleus (eV) | Hartree (eV) | xc (eV) |
|---|---:|---:|---:|
| 1.000 | −13.50 | 15.39 | −8.25 |
| 1.715 | −12.46 | 20.12 | −7.66 |

The changes are $1.04+4.73+0.59=6.36$ eV, which carries the level to zero. Hartree repulsion supplies most of the rise. The exchange-correlation term does not offset it: its expectation value becomes less negative although the occupation has grown.

The fault is clearest far outside the atom. There $v_H=f/r$, while $v_{xc}$ falls off with the density, so

$$v(r)\simeq\frac{f-1}{r}.$$

At $f=2$ an outer electron is repelled by a net charge $-1$. It should see a neutral hydrogen atom, because it does not repel itself.

Exact exchange makes this correction. Each spin density is $n/2$, and exchange cancels half of the Hartree repulsion of the pair:

$$E_x=-\frac14\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad v_x=-\frac{v_H}{2}.$$

Outside the atom $v_H=2/r$ and $v_x=-1/r$, so the total Coulomb tail vanishes. With this exchange and no correlation, the computed level at $f=2$ is $-1.258$ eV. Dropping correlation is not what binds the orbital: the LDA correlation potential is attractive, so its removal at fixed density raises the level. The difference comes from replacing LDA exchange, with its incomplete cancellation of self-repulsion.

A negative level is not yet a stable anion. The exact-exchange total energy is $-13.277$ eV, above the $-13.606$ eV of a hydrogen atom with the other electron removed. Correlation is needed to bind the real ion, whose binding energy is roughly 0.75 eV.

## Why the threshold is sharp

A level at zero energy need not have spread over all space. With $b=f_c-1>0$, the outer equation at threshold is $u''=(2b/r)u$. Let $s=\sqrt{8br}$, so that $ds/dr=4b/s$, and try $u=sK_1(s)$, where $K_0$ and $K_1$ are modified Bessel functions. From $(sK_1)'=-sK_0$ and $K_0'=-K_1$,

$$u'=-4bK_0(s),\qquad u''=\frac{16b^2}{s}K_1(s)=\frac{2b}{r}u.$$

The last equality uses $r=s^2/(8b)$. At large distance $u$ decays as $e^{-\sqrt{8br}}$, apart from a power of $r$, so the threshold state is normalizable. This is why $f_c$ hardly changes once the box is large enough to hold the tail, as the 10 and 30 angstrom boxes are.

Between 13.23 and 18.56 angstrom the computed orbital falls by a factor 0.1211, against 0.1192 from the formula. The difference is 1.6% of the formula value. The neglected attractive tail of $v_{xc}$ has the right sign to explain it, though that contribution was not isolated.

Above $f_c$ the same repulsive tail forms a barrier. It can hold a positive-energy orbital near the atom in a small box, which is why the level curve continues smoothly through zero.

## Why the confined ion is not the minimum

Integrating Janak's relation along the confined branch gives

$$E(2)-E(f_c)=\int_{f_c}^{2}\varepsilon(f)\,df>0.$$

The computed difference is $-13.980-(-14.194)=0.214$ eV.

Now leave $f_c$ electrons on the atom and move the remaining $q=2-f_c=0.285$ far away, spread over a length $L$. A single doubly occupied orbital can describe this, since any two-electron density can be written as $n=2\phi^2$ with $\phi=\sqrt{n/2}$. Its kinetic energy is

$$T[n]=\int\frac{|\nabla n|^2}{8n}\,d^3r.$$

The integrand is convex in $(n,\nabla n)$ and homogeneous of degree one, so $T[n_1+n_2]\le T[n_1]+T[n_2]$. Joining the two pieces in one orbital costs no extra kinetic energy.

For the distant piece, the kinetic energy scales as $q/L^2$, the Hartree energy as $q^2/L$ and the exchange energy as $-q^{4/3}/L$. All vanish as $L$ grows, as does the correlation energy in the low-density limit. The repulsion from the atom vanishes with distance. The total energy can therefore be brought as close as desired to $E(f_c)$, below the confined ion.

$E(f_c)$ is an upper bound to the lowest attainable LDA energy, not its value. For small $q$ the attraction $-q^{4/3}/L$ exceeds the repulsion $q^2/L$, so a compact distant lump can bind itself; such a lump lies outside the spherical model and is treated on its own. A Gaussian trial density with $q=0.285$ gives $-0.065$ eV, correlation included. This is another self-interaction error, and it makes the confined ion still less favourable. The lump has a negative level of its own, so with atom and lump infinitely far apart the best split of the two electrons leaves somewhat less than $f_c$ on the atom: about 1.69, where both levels are near $-0.13$ eV and the total energy is about $-14.26$ eV.

## What two electrons do in a growing box

A doubly occupied orbital was optimized in each of several spherical boxes. "Inner charge" is the charge inside a dividing radius, placed where $u^2$ is smallest between 8 bohr and $0.8R$. Once an outer cloud has formed, this is the minimum between the two parts; before that, the value depends on this choice of range.

| $R$ (angstrom) | Level (eV) | Inner charge | Total energy (eV) |
|---:|---:|---:|---:|
| 10 | 1.359 | 1.996 | −13.980 |
| 20 | 0.775 | 1.829 | −14.026 |
| 30 | 0.425 | 1.761 | −14.085 |
| 80 | 0.102 | 1.722 | −14.164 |

Occupation two does not mean that two electrons are on the atom. The same orbital has one part on the atom and, in the larger boxes, another far out in the box.

By spherical symmetry, the outer charge adds a constant potential inside. When the two parts barely overlap,

$$\varepsilon\simeq\varepsilon_{\rm atom}(f_{\rm in})+\int_{\rm out}\frac{n(\mathbf r)}{r}\,d^3r.$$

At $R=80$ angstrom, with the atomic level taken in the 10 angstrom box, the right-hand side is $0.042+0.063=0.105$ eV, compared with the box level of 0.102 eV. That small box raises the atomic level; taken in a 30 angstrom box it is 0.039 eV, and the sum is 0.102 eV. Over the computed range the inner charge falls towards $f_c$. These data do not fix the sign of the level in arbitrarily large boxes, where the weak self-attraction of the outer cloud may matter.

A compact Gaussian basis acts like a small box. With 17 s functions and a smallest exponent of 0.02 in atomic units, the calculation converges at $f=2$ with a level of 1.470 eV. Its total energy of $-13.968$ eV lies 0.196 eV above the 80 angstrom result. The iteration has converged, but the ion is held together only by the absence of diffuse functions: extending the series to smaller exponents lowers the level and the energy and moves charge off the atom, as enlarging the box does.

## Why mixing fails

Let $\phi_0$ and $\phi_k$ be orbitals of the self-consistent potential, with gaps $\Delta_k=\varepsilon_k-\varepsilon_0$. An input density error $\delta n$ changes the potential by $\delta v=K\delta n$, where $K=\delta v/\delta n$. First-order perturbation theory gives

$$\delta\phi_0=-\sum_{k>0}\phi_k\frac{\langle\phi_k|\delta v|\phi_0\rangle}{\Delta_k}.$$

Since the output density is $2\phi_0^2$, its change is $4\phi_0\delta\phi_0$:

$$\delta n_{\rm out}=-4\sum_{k>0}\phi_0\phi_k\frac{(\phi_0\phi_k|K|\delta n)}{\Delta_k}.$$

Expand the error as $\delta n=\sum_k c_k\phi_0\phi_k/\sqrt{\Delta_k}$. The output coefficients are then $-\sum_l M_{kl}c_l$, with

$$M_{kl}=\frac{4(\phi_0\phi_k|K|\phi_0\phi_l)}{\sqrt{\Delta_k\Delta_l}}.$$

This matrix is symmetric because $K$ is a second derivative of the energy. Its largest eigenvalue $\lambda$ is therefore at least its first diagonal element,

$$S=M_{11}=\frac{4(\phi_0\phi_1|K|\phi_0\phi_1)}{\Delta_1}.$$

Linear mixing keeps a fraction $1-\alpha$ of the input density and adds a fraction $\alpha$ of the output. The corresponding error is multiplied by $1-\alpha(1+\lambda)$ in each iteration. Its magnitude is below one only if $\alpha<2/(1+\lambda)$, so any $\alpha>2/(1+S)$ is unstable.

At $R=30$ angstrom the gap is $1.20\times10^{-3}$ eV and the numerator of $S$ is 3.79 eV, giving $S\approx3160$. Perturbing the input density and solving again gives the same feedback to well within 1%. The mixing fraction can be at most $2/(1+S)=6.3\times10^{-4}$.

A two-state model relates the gap to the coupling between the two parts. Let $\phi_0=c\,\phi_a+d\,\phi_o$ combine an atomic and an outer function with energies $\varepsilon_a$ and $\varepsilon_o$, coupled by $-t$. The eigenvalue equations give

$$\varepsilon_a-\varepsilon_0=\frac{td}{c},\qquad\varepsilon_o-\varepsilon_0=\frac{tc}{d}.$$

Because $\varepsilon_0+\varepsilon_1=\varepsilon_a+\varepsilon_o$ and $c^2+d^2=1$, the gap is $\Delta_1=t/(cd)$. An inner charge of 1.761 means $c^2=0.88$ and $cd=0.32$, so the computed gap corresponds to $t\approx4\times10^{-4}$ eV. This value is inferred from the gap, not computed independently. The model shows that when the charge is shared between two regions, the gap is only a few times their coupling, which here must be very weak. A small potential error is then enough to send the lowest orbital almost wholly to one side.

The iteration behaves accordingly. With $\alpha=0.1$ at 30 angstrom, the inner charge of the output still jumps between 0.001 and 2.000 in the last 50 of 200 iterations. At 6 angstrom, $\alpha=0.2$ converges in 70 iterations.

## What to do

First inspect the highest occupied level. If it is positive, add diffuse functions or enlarge the box, and watch both the level and the charge near the atom. If the level stays positive while charge moves away from the atom, the compact result is a confined state. If instead the level turns negative and both quantities settle with the full charge near the atom, the first basis or box was merely too small. A negative level alone is not enough: without spherical symmetry, leaked charge can form a self-bound lump far from the atom, and that state also has a negative level. A confined state is not an anion in the complete-basis limit. It may be reported as confined, together with its basis or box.

Better numerics can find the doubly occupied solution: direct energy minimization did so in every box used here. In the 6 and 10 angstrom boxes it found the confined ion, and in the larger boxes the leaked charge distribution, always with a positive level and never a bound H-. Convergence of the algorithm and binding of the ion are separate questions.

Fractional occupation with $f\le f_c$ gives a well-defined atomic solution and shows up to what occupation the atomic level stays negative when the two spins are kept equal and the density is spherical about the proton. It does not repair the functional, and its energy at $f_c$ is not that of H-.

If the anion itself is the target, change the treatment of exchange so that an outer electron does not repel itself, and include correlation. Then check two things separately: that the level is negative, and that the total energy lies below that of the neutral atom in the same method.

## Calculated quantities

```
bare hydrogen 1s level, solver: -13.606 eV
Occupation scan, box radius 10 angstrom
 f=0.50: level -12.329 eV, total energy -7.485 eV
 f=1.00: level -6.353 eV, total energy -12.127 eV
 f=1.25: level -3.754 eV, total energy -13.383 eV
 f=1.50: level -1.537 eV, total energy -14.036 eV
 f=1.60: level -0.775 eV, total energy -14.151 eV
 f=1.70: level -0.095 eV, total energy -14.194 eV
 f=1.80: level 0.494 eV, total energy -14.173 eV
 f=1.90: level 0.980 eV, total energy -14.098 eV
 f=2.00: level 1.359 eV, total energy -13.980 eV
dE/df at f=1.5 by differences: -1.5372 eV; level: -1.5370 eV
critical occupation: 1.7150 (10 angstrom box), 1.7154 (30 angstrom box)
d(level)/df at threshold: 6.19 eV per electron
energy at threshold: -14.194 eV; confined f=2 lies higher by 0.214 eV
threshold tail u(18.56)/u(13.23 angstrom): 0.1211, Bessel formula 0.1192
level parts at f=1.000: kinetic+nucleus -13.50, Hartree 15.39, xc -8.25 eV
level parts at f=1.715: kinetic+nucleus -12.46, Hartree 20.12, xc -7.66 eV
exact exchange, no correlation, f=2: level -1.258 eV, total energy -13.277 eV
Gaussian basis level: f=1.5 -1.537 eV, f=2 1.470 eV
Gaussian basis total energy, f=2: -13.968 eV
Two electrons in one orbital, box radius R
 R=6 angstrom: level 1.770 eV, inner charge 1.991, total energy -13.909 eV
 R=10 angstrom: level 1.359 eV, inner charge 1.996, total energy -13.980 eV
 R=20 angstrom: level 0.775 eV, inner charge 1.829, total energy -14.026 eV
 R=30 angstrom: level 0.425 eV, inner charge 1.761, total energy -14.085 eV
 R=40 angstrom: level 0.279 eV, inner charge 1.741, total energy -14.118 eV
 R=80 angstrom: level 0.102 eV, inner charge 1.722, total energy -14.164 eV
balance at R=80 angstrom: atom level 0.042 + outer charge 0.063 = 0.105 eV
self-binding of a lump of charge 0.285, Gaussian trial: -0.065 eV
R=30 angstrom: gap 1.199e-03 eV, feedback S 3164, direct response 3165
largest stable mixing fraction is at most 6.32e-04
R=6 angstrom, mixing 0.2: converged in 70 iterations, level 1.770 eV
R=30 angstrom, mixing 0.1, last 50 of 200 iterations:
 inner charge of the output jumps between 0.001 and 2.000
```
